# Thermodynamic Factor of a Binary Alloy in the Bethe Approximation: verification in Python

```python
# Result under test: thermodynamic factor of a binary A/B lattice in the
# Bethe (pair) approximation,
#     Phi = d ln a_B / d ln x = 1 - (z/2) (1 - 1/b),
#     b = sqrt(1 + 4 x (1-x) (eta - 1)),   eta = exp(2 w / kT),
# which at z = 2 becomes the exact result 1/b of the nearest-neighbour chain.
# x: fraction of B; z: coordination number; a_B: activity of B;
# w = e_AB - (e_AA + e_BB)/2: exchange energy per bond (w > 0: clustering);
# y: probability that a directed bond is A-B; r: neighbour correlation.
# Energies inside the functions are in units of kT.
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar


def b_root(x, w):
    return np.sqrt(1 + 4 * x * (1 - x) * np.expm1(2 * w))


def phi_bethe(x, w, z):
    return 1 - 0.5 * z * (1 - 1 / b_root(x, w))


def bond_energies(w):
    """Unequal like-bond energies that share the exchange energy w."""
    e_aa, e_bb = -0.3, 0.1
    return e_aa, e_bb, w + 0.5 * (e_aa + e_bb)


# ---- free energy minimized numerically over the pair probability ----
def minimized_free_energy(x, w, z):
    e_aa, e_bb, e_ab = bond_energies(w)

    def free_energy(y):
        p = np.array([1 - x - y, x - y, y, y])
        energy = 0.5 * z * np.dot(p, [e_aa, e_bb, e_ab, e_ab])
        sites = x * np.log(x) + (1 - x) * np.log(1 - x)
        return energy + 0.5 * z * np.sum(p * np.log(p)) - (z - 1) * sites

    top = min(x, 1 - x)
    best = minimize_scalar(free_energy, bounds=(1e-9, top - 1e-9),
                           method="bounded", options={"xatol": 1e-12})
    return best.fun, best.x


def chemical_potentials(x, w, z, step=1e-3):
    f = minimized_free_energy(x, w, z)[0]
    slope = (minimized_free_energy(x + step, w, z)[0]
             - minimized_free_energy(x - step, w, z)[0]) / (2 * step)
    return np.array([f - x * slope, f + (1 - x) * slope])


# ---- recursion on a loop-free tree ----
def message(log_q, w):
    """Log of the weight ratio (site B / site A) passed on by one branch."""
    e_aa, e_bb, e_ab = bond_energies(w)
    q = np.exp(log_q)
    return np.log((np.exp(-e_ab) + np.exp(-e_bb) * q)
                  / (np.exp(-e_aa) + np.exp(-e_ab) * q))


def tree_state(log_q, w, z):
    """Composition and field (mu_B - mu_A)/kT for a branch ratio q."""
    m = message(log_q, w)
    return 1 / (1 + np.exp(-(log_q + m))), log_q - (z - 1) * m


def branch_ratio(x, w, z):
    return brentq(lambda s: tree_state(s, w, z)[0] - x, -30, 30, xtol=1e-13)


cases = [(2, 0.8, 0.3), (2, -0.8, 0.6), (4, 0.2, 0.3),
         (6, -0.15, 0.4), (12, 0.08, 0.5)]
worst_f = worst_tree = worst_shell = 0.0
for z, w, x in cases:
    formula = phi_bethe(x, w, z)
    d = 1e-3
    dmu = (chemical_potentials(x + d, w, z)
           - chemical_potentials(x - d, w, z)) / (2 * d)
    phi_a, phi_b = -(1 - x) * dmu[0], x * dmu[1]
    worst_f = max(worst_f, abs(phi_a - formula), abs(phi_b - formula))

    s = branch_ratio(x, w, z)
    x_hi, h_hi = tree_state(s + 1e-4, w, z)
    x_lo, h_lo = tree_state(s - 1e-4, w, z)
    phi_tree = x * (1 - x) * (h_hi - h_lo) / (x_hi - x_lo)
    worst_tree = max(worst_tree, abs(phi_tree - formula))

    y_num = minimized_free_energy(x, w, z)[1]
    assert abs(y_num - 2 * x * (1 - x) / (1 + b_root(x, w))) < 1e-6
    r_num = 1 - y_num / (x * (1 - x))
    n = np.arange(1, 300)
    shells = 1 + np.sum(z / (z - 1) * ((z - 1) * r_num) ** n)
    worst_shell = max(worst_shell, abs(1 / shells - formula))
assert worst_f < 2e-4       # finite-difference truncation
assert worst_tree < 1e-6
assert worst_shell < 1e-5   # limited by the numerical minimum
print("Largest deviations of Phi from the formula (dimensionless)")
print(f"  minimized free energy: {worst_f:.1e}")
print(f"  tree recursion: {worst_tree:.1e}")
print(f"  sum over neighbour shells: {worst_shell:.1e}")

# ---- chain: complete enumeration of a ring ----
n_ring = 16
states = (np.arange(2 ** n_ring)[:, None] >> np.arange(n_ring)) & 1
n_b = states.sum(axis=1)
n_bb = (states * np.roll(states, 1, axis=1)).sum(axis=1)
n_ab = 2 * (n_b - n_bb)
n_aa = n_ring - n_bb - n_ab
print(f"Ring of {n_ring} sites, all {2**n_ring} states")
for w in (0.8, -0.8):
    e_aa, e_bb, e_ab = bond_energies(w)
    field = e_bb - e_aa + 0.2
    log_p = field * n_b - e_aa * n_aa - e_bb * n_bb - e_ab * n_ab
    prob = np.exp(log_p - log_p.max())
    prob /= prob.sum()
    x_ring = prob @ n_b / n_ring
    c_ring = x_ring * (1 - x_ring)
    variance = prob @ (n_b - n_ring * x_ring) ** 2 / n_ring
    phi_ring = c_ring / variance
    assert abs(phi_ring / phi_bethe(x_ring, w, 2) - 1) < 1e-4
    b = b_root(x_ring, w)
    for dist in (1, 2, 3):
        joint = prob @ (states[:, 0] * states[:, dist])
        corr = (joint - x_ring ** 2) / c_ring
        assert abs(corr - ((b - 1) / (b + 1)) ** dist) < 1e-4
    print(f"  w/kT={w:+.1f}: x={x_ring:.4f}, Phi ring={phi_ring:.5f},"
          f" 1/b={1/b:.5f}")


# ---- stability limits of the uniform phase ----
def disturbance_grows(b_value, x, z):
    w = 0.5 * np.log(1 + (b_value ** 2 - 1) / (4 * x * (1 - x)))
    start = branch_ratio(x, w, z)
    field = tree_state(start, w, z)[1]
    s = start + 1e-6
    for _ in range(60):
        s = field + (z - 1) * message(s, w)
    return abs(s - start) > 1e-6


for z in (4, 6, 12):
    for x in (0.3, 0.5):
        spinodal, ordering = z / (z - 2), (z - 2) / z
        assert disturbance_grows(1.05 * spinodal, x, z)
        assert not disturbance_grows(spinodal / 1.05, x, z)
        assert disturbance_grows(ordering / 1.05, x, z)
        assert not disturbance_grows(1.05 * ordering, x, z)


# ---- regular-solution limit: many neighbours at fixed z*w ----
def regular_free_energy(x, zw):
    return zw * x * (1 - x) + x * np.log(x) + (1 - x) * np.log(1 - x)


def phi_regular(x, zw, step=1e-3):
    second = (regular_free_energy(x + step, zw)
              - 2 * regular_free_energy(x, zw)
              + regular_free_energy(x - step, zw)) / step ** 2
    return x * (1 - x) * second


assert abs(phi_bethe(0.3, 1.2 / 1e6, 1e6) - phi_regular(0.3, 1.2)) < 1e-4

# ---- worked example: fcc model alloy, rough round parameters ----
k_mev = const.k / const.e * 1e3
z, w_mev, x, temp = 12, 9.5, 0.5, 1273.0
kinetic_d, hours = 1e-10, 10.0
c = x * (1 - x)
w = w_mev / (k_mev * temp)
eta, b = np.exp(2 * w), b_root(x, w)
y, r = 2 * c / (1 + b), (b - 1) / (b + 1)
phi = phi_bethe(x, w, z)
t_crit = w_mev / (k_mev * np.log(z / (z - 2)))
assert abs(phi_bethe(0.5, w_mev / (k_mev * t_crit), z)) < 1e-10
t_crit_regular = brentq(
    lambda t: phi_regular(0.5, z * w_mev / (k_mev * t)), 300, 2000)
seconds = hours * const.hour
inter_d = phi * kinetic_d
length = np.sqrt(inter_d * seconds) * 1e4
length_ideal = np.sqrt(kinetic_d * seconds) * 1e4
print("Worked example")
print(f"  z={z}, w={w_mev} meV, x={x}, T={temp:.0f} K")
print(f"  kT={k_mev*temp:.2f} meV, w/kT={w:.5f}")
print(f"  eta={eta:.5f}, b={b:.5f}")
print(f"  A-B probability y={y:.5f} (random: {c:.5f})")
print(f"  neighbour correlation r={r:.5f}")
print(f"  Phi Bethe={phi:.4f}")
print(f"  Phi regular solution={phi_regular(x, z*w):.4f}")
print(f"  critical temperature, Bethe: {t_crit:.0f} K")
print(f"  critical temperature, regular: {t_crit_regular:.0f} K")
for x_other in (0.1, 0.25, 0.75):
    print(f"  Phi at x={x_other}: {phi_bethe(x_other, w, z):.4f}")
print(f"  kinetic factor D_k={kinetic_d:.1e} cm2/s, time={hours:.0f} h")
print(f"  interdiffusion coefficient={inter_d:.2e} cm2/s")
print(f"  sqrt(D t)={length:.1f} um; with Phi=1: {length_ideal:.1f} um")

# ---- neglected closed loops: Monte Carlo on the true fcc lattice ----
cells, replicas, burn_in, sweeps = 4, 400, 200, 2000
side = 2 * cells
coords = [(i, j, k) for i in range(side) for j in range(side)
          for k in range(side) if (i + j + k) % 2 == 0]
index = {p: n for n, p in enumerate(coords)}
steps = [(i, j, k) for i in (-1, 0, 1) for j in (-1, 0, 1)
         for k in (-1, 0, 1) if abs(i) + abs(j) + abs(k) == 2]
neighbours = np.array([[index[tuple((p[a] + s[a]) % side for a in range(3))]
                        for s in steps] for p in coords])
assert neighbours.shape == (4 * cells ** 3, 12)
# Sites of equal coordinate parity are never nearest neighbours.
parity = np.array([4 * (p[0] % 2) + 2 * (p[1] % 2) + p[2] % 2
                   for p in coords])
groups = [np.flatnonzero(parity == p) for p in np.unique(parity)]
rng = np.random.default_rng(12345)


def phi_monte_carlo(w):
    """Phi at x = 1/2 from composition fluctuations, with standard error."""
    n_sites = len(coords)
    occ = rng.integers(0, 2, size=(n_sites, replicas), dtype=np.int8)
    b_neighbours = np.arange(13)
    table = (1 / (1 + np.exp(w * (12 - 2 * b_neighbours)))).astype(np.float32)
    squares = np.zeros(replicas)
    for sweep in range(burn_in + sweeps):
        for group in groups:
            count = np.zeros((len(group), replicas), dtype=np.int8)
            for k in range(12):
                count += occ[neighbours[group, k]]
            draw = rng.random(count.shape, dtype=np.float32)
            occ[group] = draw < table[count]
        if sweep >= burn_in:
            total = occ.sum(axis=0, dtype=np.int32)
            squares += (total - 0.5 * n_sites) ** 2
    per_replica = squares / (sweeps * n_sites)
    mean = per_replica.mean()
    error = per_replica.std(ddof=1) / np.sqrt(replicas)
    return 0.25 / mean, 0.25 * error / mean ** 2


print(f"Closed loops: Monte Carlo, {len(coords)} fcc sites, x=0.5")
for t_mc in (temp, 800.0):
    w_mc = w_mev / (k_mev * t_mc)
    phi_mc, err_mc = phi_monte_carlo(w_mc)
    bethe, regular = phi_bethe(0.5, w_mc, 12), phi_regular(0.5, 12 * w_mc)
    assert abs(phi_mc - bethe) < abs(phi_mc - regular)
    assert abs(phi_mc - bethe) < 0.04
    print(f"  T={t_mc:.0f} K: Phi={phi_mc:.4f} +- {err_mc:.4f}")
    print(f"    Bethe {bethe:.4f}, regular solution {regular:.4f}")
    print(f"    Monte Carlo minus Bethe: {phi_mc-bethe:+.4f}")

# ---- other neglected effects, rough input sizes ----
s_vib = 0.05                          # excess entropy at x = 1/2, units of k
d = 1e-3
vib = [-4 * s_vib * u * (1 - u) for u in (x - d, x, x + d)]
shift_vib = c * (vib[0] - 2 * vib[1] + vib[2]) / d ** 2
misfit, modulus_gpa, volume_nm3 = 0.025, 200.0, 0.0115
strain_curvature = 2 * misfit ** 2 * modulus_gpa * 1e9 * volume_nm3 * 1e-27
shift_strain = c * strain_curvature / (const.k * temp)
shift_w = phi_bethe(x, 1.1 * w, z) - phi
print("Other neglected effects at the example's T and x")
print(f"  vibrational entropy {s_vib} k per atom: dPhi={shift_vib:+.3f}")
print(f"  misfit {misfit}, biaxial modulus {modulus_gpa:.0f} GPa,")
print(f"    atomic volume {volume_nm3} nm3: dPhi={shift_strain:+.3f}")
print(f"  w larger by 10 percent: dPhi={shift_w:+.3f}")
print("all tests passed")
```

Running it gives:

```
Largest deviations of Phi from the formula (dimensionless)
  minimized free energy: 6.6e-06
  tree recursion: 8.6e-10
  sum over neighbour shells: 1.1e-07
Ring of 16 sites, all 65536 states
  w/kT=+0.8: x=0.6088, Phi ring=0.45807, 1/b=0.45807
  w/kT=-0.8: x=0.5225, Phi ring=2.21670, 1/b=2.21670
Worked example
  z=12, w=9.5 meV, x=0.5, T=1273 K
  kT=109.70 meV, w/kT=0.08660
  eta=1.18911, b=1.09046
  A-B probability y=0.23918 (random: 0.25000)
  neighbour correlation r=0.04327
  Phi Bethe=0.5023
  Phi regular solution=0.4804
  critical temperature, Bethe: 605 K
  critical temperature, regular: 661 K
  Phi at x=0.1: 0.8056
  Phi at x=0.25: 0.6150
  Phi at x=0.75: 0.6150
  kinetic factor D_k=1.0e-10 cm2/s, time=10 h
  interdiffusion coefficient=5.02e-11 cm2/s
  sqrt(D t)=13.4 um; with Phi=1: 19.0 um
Closed loops: Monte Carlo, 256 fcc sites, x=0.5
  T=1273 K: Phi=0.5074 +- 0.0010
    Bethe 0.5023, regular solution 0.4804
    Monte Carlo minus Bethe: +0.0052
  T=800 K: Phi=0.2503 +- 0.0006
    Bethe 0.2276, regular solution 0.1732
    Monte Carlo minus Bethe: +0.0226
Other neglected effects at the example's T and x
  vibrational entropy 0.05 k per atom: dPhi=+0.100
  misfit 0.025, biaxial modulus 200 GPa,
    atomic volume 0.0115 nm3: dPhi=+0.041
  w larger by 10 percent: dPhi=-0.047
all tests passed
```
